# Double occupancy from the self-energy and Green's function in Hubbard models: a numerical check

```python
"""Hubbard double occupancy from U d = T sum_n [Sigma G]_ii exp(i w_n 0+), one spin.
Independent road: exact diagonalization in Fock space, Lehmann G, Sigma by Dyson
inversion, explicit Matsubara sums, matrix exponentials, finite differences, sympy.
Tested: commutator, Sigma G = U F, atomic closed forms, the sum rule (atom, dimer),
role of the convergence factor and of the form of the interaction. Hartree units."""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

EV = pc['Hartree energy in eV'][0]
KEL = pc['hartree-kelvin relationship'][0]


def annihilator(j, modes):
    """Jordan-Wigner matrix of c_j."""
    out = np.eye(1)
    for k in range(modes):
        m = np.diag([1., -1.]) if k < j else (np.array([[0., 1.], [0., 0.]]) if k == j else np.eye(2))
        out = np.kron(out, m)
    return out


class Hubbard:
    def __init__(self, h_up, h_dn, U, T):
        self.h = [np.atleast_2d(h_up).astype(float), np.atleast_2d(h_dn).astype(float)]
        self.L, self.U, self.T = len(self.h[0]), U, T
        L = self.L
        self.c = [[annihilator(2 * i + s, 2 * L) for i in range(L)] for s in (0, 1)]
        self.n = [[a.T @ a for a in self.c[s]] for s in (0, 1)]
        self.K = sum(self.h[s][i, j] * self.c[s][i].T @ self.c[s][j]
                     for s in (0, 1) for i in range(L) for j in range(L))
        self.K = self.K + U * sum(self.n[0][i] @ self.n[1][i] for i in range(L))
        self.E, self.V = np.linalg.eigh(self.K)
        w = np.exp(-(self.E - self.E[0]) / T)
        self.omega = self.E[0] - T * np.log(w.sum())
        self.w = w / w.sum()
        self.rho = self.V @ np.diag(self.w) @ self.V.T

    def avg(self, op):
        return np.trace(self.rho @ op)

    def occ(self, s, i=0):
        return self.avg(self.n[s][i])

    def docc(self, i=0):
        return self.avg(self.n[0][i] @ self.n[1][i])

    def poles(self, s, kind='G'):
        """Poles and residue matrices of <<A_i ; c_j^+>>, A = c (G) or n' c (F)."""
        A = self.c[s] if kind == 'G' else [self.n[1 - s][i] @ self.c[s][i] for i in range(self.L)]
        A = np.array([self.V.T @ a @ self.V for a in A])
        C = np.array([self.V.T @ a @ self.V for a in self.c[s]])
        res = np.einsum('mn,imn,jmn->mnij', self.w[:, None] + self.w[None, :], A, C)
        res = res.reshape(-1, self.L, self.L)
        x = (self.E[None, :] - self.E[:, None]).ravel()
        keep = np.abs(res).max(axis=(1, 2)) > 1e-16
        return x[keep], res[keep]

    def green(self, s, z, kind='G'):
        out = np.zeros((len(z), self.L, self.L), complex)
        for x, r in zip(*self.poles(s, kind)):
            out += r[None] / (z - x)[:, None, None]
        return out

    def sigma_g(self, s, z, shift=0.0):
        G = self.green(s, z)
        one = np.eye(self.L)
        return z[:, None, None] * one - (self.h[s] + shift * one) - np.linalg.inv(G), G

    def gm_sum(self, s, N=4000, shift=0.0, local=False):
        """T sum Sigma G exp(iw0+), diagonal elements; 1/z and 1/z^2 tails summed exactly."""
        z = 1j * (2 * np.arange(-N, N) + 1) * np.pi * self.T
        S, G = self.sigma_g(s, z, shift)
        x, r = self.poles(s)
        M1, M2 = np.einsum('p,pij->ij', x, r), np.einsum('p,pij->ij', x**2, r)
        S0, S1 = M1 - self.h[s] - shift * np.eye(self.L), M2 - M1 @ M1
        if local:
            P = np.einsum('wii,wii->wi', S, G)
            c2 = np.diag(S1) + np.diag(S0) * np.diag(M1)
        else:
            P = np.einsum('wij,wji->wi', S, G)
            c2 = np.diag(S1 + S0 @ M1)
        c1 = np.diag(S0)
        rest = (P - c1 / z[:, None] - c2 / z[:, None]**2).sum(axis=0) * self.T
        assert np.abs(rest.imag).max() < 1e-10
        return rest.real + c1 / 2 - c2 / (4 * self.T)


def mu_of_n(n, U, T):
    y = np.exp(-U / T)
    root = np.sqrt((1 - n)**2 + n * (2 - n) * y)
    x = n / (1 - n + root) if n <= 1 else (n - 1 + root) / (y * (2 - n))
    return T * np.log(x)


def d_of_n(n, U, T):
    y = np.exp(-U / T)
    b = 1 - n + y * n
    return (-b + np.sqrt(b * b + (1 - y) * y * n * n)) / (2 * (1 - y))


def fermi(x, T):
    return 0.5 * (1 - np.tanh(x / (2 * T)))


def atom(mu, U, T, h=0.0):
    return Hubbard(-mu - h, -mu + h, U, T)


# symbolic: Dyson inversion, pole-zero cancellation, n' f(eps+U) = d
z_, e_, U_, m_ = sp.symbols('z e U m')
G_ = (1 - m_) / (z_ - e_) + m_ / (z_ - e_ - U_)
S_ = z_ - e_ - 1 / G_
assert sp.simplify(S_ - U_ * m_ - U_**2 * m_ * (1 - m_) / (z_ - e_ - U_ * (1 - m_))) == 0
assert sp.simplify(S_ * G_ - U_ * m_ / (z_ - e_ - U_)) == 0
a_, b_, y_ = sp.symbols('a b y', positive=True)   # Boltzmann factors of eps, eps', U
Z_ = 1 + a_ + b_ + a_ * b_ * y_
assert sp.simplify((b_ + a_ * b_ * y_) / Z_ / (1 + 1 / (a_ * y_)) - a_ * b_ * y_ / Z_) == 0

# worked example
U, T, n = 0.15, 0.03, 0.8
mu = mu_of_n(n, U, T)
A = atom(mu, U, T)
eps, nb, d = -mu, A.occ(1), A.docc()
x, y = np.exp(mu / T), np.exp(-U / T)
Z = 1 + 2 * x + x * x * y
assert abs(Z - np.exp(-A.omega / T)) < 1e-11
print(f"input U = {U} Ha = {U*EV:.3f} eV; T = {T} Ha = {T*KEL:.0f} K; n = {n}")
print(f"beta = {1/T:.4f} 1/Ha; beta U = {U/T:.4f}; y = {y:.8f}; x = {x:.6f}")
print(f"mu = {mu:.7f} Ha; eps = {eps:.7f} Ha; eps+U = {eps+U:.7f} Ha")
print(f"Z = {Z:.6f}; p0 = {1/Z:.6f}; p_up = p_dn = {x/Z:.6f}; p2 = {x*x*y/Z:.8f}")
print(f"n per spin = {nb:.6f}; d (trace) = {d:.8f}; n^2/4 = {n*n/4:.4f}")
c, nd = A.c[0][0], A.n[1][0]
assert np.allclose(c @ A.K - A.K @ c, eps * c + U * nd @ c, atol=1e-14)
zs = 1j * (2 * np.arange(6) + 1) * np.pi * T
S, G = (q[:, 0, 0] for q in A.sigma_g(0, zs))
assert np.allclose(G, (1 - nb) / (zs - eps) + nb / (zs - eps - U), atol=1e-12)
assert np.allclose(S, U * nb + U**2 * nb * (1 - nb) / (zs - eps - U * (1 - nb)), atol=1e-12)
assert np.allclose(S * G, U * nb / (zs - eps - U), atol=1e-12)
print(f"w0 = {zs[0].imag:.6f} Ha; G(iw0) = {G[0]:.5f} 1/Ha")
print(f"Sigma(iw0) = {S[0]:.6f} Ha; Sigma G(iw0) = {S[0]*G[0]:.6f}")
print(f"Hartree U n' = {U*nb:.6f} Ha; U^2 n'(1-n') = {U*U*nb*(1-nb):.6f} Ha^2")
print(f"pole of Sigma = {eps+U*(1-nb):.7f} Ha; f(eps+U) = {fermi(eps+U, T):.8f}")
num = A.gm_sum(0)[0]
assert abs(num - U * d) < 1e-11 and abs(U * nb * fermi(eps + U, T) - U * d) < 1e-14
print(f"U d: trace {U*d:.9f}, sum {num:.9f}, U n' f {U*nb*fermi(eps+U, T):.9f} Ha")
step = 1e-5   # central differences, error of order (step*beta)^2
dOm = (atom(mu, U + step, T).omega - atom(mu, U - step, T).omega) / (2 * step)
assert abs(dOm - d) < 1e-7
g = lambda tau, op: A.avg(c.T @ expm(tau * A.K) @ op @ expm(-tau * A.K))
slope = (g(1e-3, c) - g(-1e-3, c)) / 2e-3
assert abs(-slope - eps * A.occ(0) - U * d) < 1e-8
print(f"dOmega/dU = {dOm:.8f}; G'(0-) = {slope:.8f} Ha; eps n_s = {eps*nb:.8f} Ha")

# symmetric sums without the factor tend to U(d - n'/2)
c1, c2 = U * nb, U * nb * (eps + U)
print(f"c1 = {c1:.6f} Ha; c2 = {c2:.8f} Ha^2; U(d - n'/2) = {U*(d-nb/2):.8f} Ha")
for N in (10, 100, 1000):
    zz = 1j * (2 * np.arange(N) + 1) * np.pi * T
    s, gg = A.sigma_g(0, zz)
    part = 2 * T * (s * gg).real.sum()
    est = c2 / (2 * np.pi**2 * T * N)
    assert abs(part - U * (d - nb / 2) - est) < 0.01 * est
    print(f"N = {N}: sym sum {part:.8f}, +c1/2 {part+c1/2:.8f}, est. excess {est:.3e} Ha")

# finite eta, brute force with no tail; tolerance from the Abel-summation bound
N = 1000000
zz = 1j * (2 * np.arange(N) + 1) * np.pi * T
s, gg = A.sigma_g(0, zz)
P = (s * gg)[:, 0, 0]
for frac in (0.05, 0.01):
    eta = frac / T
    tol = 2 * 2 * T * c1 / (zz[-1].imag * np.sin(np.pi * frac))
    plus, minus = (2 * T * (P * np.exp(sg * zz * eta)).real.sum() for sg in (1, -1))
    trace = U * g(-eta, nd @ c)
    after = -U * A.avg(expm(eta * A.K) @ nd @ c @ expm(-eta * A.K) @ c.T)
    assert abs(plus - trace) < tol and abs(minus - after) < tol
    assert abs(trace - c1 * fermi(eps + U, T) * np.exp((eps + U) * eta)) < 1e-13
    print(f"eta = {frac} beta: e^(+) sum {plus:.6f} (trace {trace:.6f}), e^(-) sum {minus:.6f} Ha")
print(f"limit of e^(-) sum: U(d - n') = {U*(d-nb):.8f} Ha")
sym = A.gm_sum(0, shift=U / 2)[0]
assert abs(sym - U * (d - A.occ(0) / 2)) < 1e-11
print(f"symmetric-form interaction: sum = {sym:.8f} Ha = U(d - n_s/2)")

# arbitrary filling
print("filling table at U = 0.15 Ha, T = 0.03 Ha: n, mu (Ha), d trace, sum/U")
for nn in (0.2, 0.5, 0.8, 1.0, 1.3, 1.8):
    fill = lambda m: atom(m, U, T).occ(0) * 2 - nn
    m = brentq(fill, -1, 1, xtol=1e-14)
    B = atom(m, U, T)
    assert abs(m - mu_of_n(nn, U, T)) < 1e-10 and abs(B.docc() - d_of_n(nn, U, T)) < 1e-11
    assert abs(B.gm_sum(0)[0] - U * B.docc()) < 1e-11
    print(f"  {nn:.1f}  {m:+.6f}  {B.docc():.8f}  {B.gm_sum(0)[0]/U:.8f}")
assert abs(atom(mu_of_n(0.8, 1e-9, T), 1e-9, T).docc() - 0.16) < 1e-7   # U -> 0 limit

# spin-polarised atom: both spins give the same U d
mf, hf = 0.06, 0.02
B = atom(mf, U, T, hf)
print(f"field case: mu = {mf} Ha, h = {hf} Ha; n_up = {B.occ(0):.6f}, n_dn = {B.occ(1):.6f}")
for sp_, name in ((0, 'up'), (1, 'dn')):
    ff = fermi(B.h[sp_][0, 0] + U, T)
    assert abs(B.gm_sum(sp_)[0] - U * B.docc()) < 1e-11
    assert abs(B.occ(1 - sp_) * ff - B.docc()) < 1e-13
    print(f"  spin {name}: f(eps+U) = {ff:.8f}; sum/U = {B.gm_sum(sp_)[0]/U:.8f}")
print(f"  d (trace) = {B.docc():.8f}")

# room temperature, n = 1.3
Tr = 300 / KEL
B = atom(mu_of_n(1.3, U, Tr), U, Tr)
low = B.gm_sum(0, N=40000)[0]
assert abs(low - U * B.docc()) < 1e-9 and abs(B.docc() - 0.3) < 1e-10
print(f"300 K: T = {Tr:.8f} Ha, n = 1.3, mu = {mu_of_n(1.3, U, Tr):.7f} Ha, sum/U = {low/U:.8f}")

# asymmetric dimer: matrix product needed
t, e1, e2 = 0.05, -0.09, -0.05
hd = np.array([[e1, -t], [-t, e2]])
D = Hubbard(hd, hd, U, T)
for i in (0, 1):
    ci = D.c[0][i]
    rhs = sum(hd[i, j] * D.c[0][j] for j in (0, 1)) + U * D.n[1][i] @ ci
    assert np.allclose(ci @ D.K - D.K @ ci, rhs, atol=1e-14)
S, G = D.sigma_g(0, zs)
assert np.allclose(S @ G, U * D.green(0, zs, 'F'), atol=1e-11)
full, loc = D.gm_sum(0), D.gm_sum(0, local=True)
print(f"dimer: t = {t}, h11 = {e1}, h22 = {e2}, U = {U}, T = {T} Ha")
print(f"  Sigma12(iw0) = {S[0,0,1]:.6f} Ha; G21(iw0) = {G[0,1,0]:.5f} 1/Ha")
for i in (0, 1):
    assert abs(full[i] - U * D.docc(i)) < 1e-10 and abs(loc[i] - full[i]) > 1e-5
    print(f"  site {i+1}: n_s {D.occ(0,i):.6f}, d {D.docc(i):.7f}, matrix {full[i]/U:.7f}, local {loc[i]/U:.7f}")
e_int = 0.5 * (full.sum() + D.gm_sum(1).sum())
one_body = sum(hd[i, j] * D.avg(D.c[s_][i].T @ D.c[s_][j]) for s_ in (0, 1) for i in (0, 1) for j in (0, 1))
assert abs(e_int - (D.avg(D.K) - one_body)) < 1e-10
print(f"  Galitskii-Migdal interaction energy = {e_int:.8f} Ha")
print("ALL CHECKS PASSED")
```

It prints:

```
input U = 0.15 Ha = 4.082 eV; T = 0.03 Ha = 9473 K; n = 0.8
beta = 33.3333 1/Ha; beta U = 5.0000; y = 0.00673795; x = 1.925088
mu = 0.0196492 Ha; eps = -0.0196492 Ha; eps+U = 0.1303508 Ha
Z = 4.875147; p0 = 0.205122; p_up = p_dn = 0.394878; p2 = 0.00512202
n per spin = 0.400000; d (trace) = 0.00512202; n^2/4 = 0.1600
w0 = 0.094248 Ha; G(iw0) = -0.74320-7.55804j 1/Ha
Sigma(iw0) = 0.032535-0.036795j Ha; Sigma G(iw0) = -0.302275-0.218554j
Hartree U n' = 0.060000 Ha; U^2 n'(1-n') = 0.005400 Ha^2
pole of Sigma = 0.0703508 Ha; f(eps+U) = 0.01280505
U d: trace 0.000768303, sum 0.000768303, U n' f 0.000768303 Ha
dOmega/dU = 0.00512202; G'(0-) = 0.00709136 Ha; eps n_s = -0.00785966 Ha
c1 = 0.060000 Ha; c2 = 0.00782105 Ha^2; U(d - n'/2) = -0.02923170 Ha
N = 10: sym sum -0.02791415, +c1/2 0.00208585, est. excess 1.321e-03 Ha
N = 100: sym sum -0.02909963, +c1/2 0.00090037, est. excess 1.321e-04 Ha
N = 1000: sym sum -0.02921849, +c1/2 0.00078151, est. excess 1.321e-05 Ha
eta = 0.05 beta: e^(+) sum 0.000955 (trace 0.000955), e^(-) sum -0.047665 Ha
eta = 0.01 beta: e^(+) sum 0.000802 (trace 0.000802), e^(-) sum -0.056713 Ha
limit of e^(-) sum: U(d - n') = -0.05923170 Ha
symmetric-form interaction: sum = -0.02923170 Ha = U(d - n_s/2)
filling table at U = 0.15 Ha, T = 0.03 Ha: n, mu (Ha), d trace, sum/U
  0.2  -0.062412  0.00008407  0.00008407
  0.5  -0.020945  0.00083523  0.00083523
  0.8  +0.019649  0.00512202  0.00512202
  1.0  +0.075000  0.03792909  0.03792909
  1.3  +0.145874  0.30268524  0.30268524
  1.8  +0.212412  0.80008407  0.80008407
field case: mu = 0.06 Ha, h = 0.02 Ha; n_up = 0.754843, n_dn = 0.212829
  spin up: f(eps+U) = 0.08839968; sum/U = 0.01881403
  spin dn: f(eps+U) = 0.02492443; sum/U = 0.01881403
  d (trace) = 0.01881403
300 K: T = 0.00095004 Ha, n = 1.3, mu = 0.1498536 Ha, sum/U = 0.30000000
dimer: t = 0.05, h11 = -0.09, h22 = -0.05, U = 0.15, T = 0.03 Ha
  Sigma12(iw0) = -0.008106+0.000614j Ha; G21(iw0) = 2.97880-0.10827j 1/Ha
  site 1: n_s 0.530801, d 0.1342281, matrix 0.1342281, local 0.1447740
  site 2: n_s 0.452843, d 0.0618667, matrix 0.0618667, local 0.0724127
  Galitskii-Migdal interaction energy = 0.02941422 Ha
ALL CHECKS PASSED
```
